# Population ratio of fourfold and twofold subbands in a Si(100) inversion layer: a numerical check

```python
"""
Result under test: for electrons at a Si(100) surface in the well e*F*z with a
hard wall at z = 0, the nondegenerate population ratio of the lowest fourfold
subband to the lowest twofold subband is
    R = 2 sqrt(ml/mt) exp(-Delta/kT),
    Delta = a1 (hbar^2 e^2 F^2 / 2)^(1/3) (mt^(-1/3) - ml^(-1/3)).
F: field; ml, mt: longitudinal and transverse masses; -a1: first zero of Ai;
Delta: splitting of the two levels; kT: thermal energy.
Internal units: eV, nm, masses in units of the free-electron mass.
Levels are checked by finite differences, densities by sums over plane waves.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy

# hbar^2/(2 m0) in eV nm^2, Boltzmann constant in eV/K
K0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
KB = const.k / const.e
ML, MT = 0.916, 0.190
FIELD = 0.05                 # eV/nm, equal to 0.5 MV/cm
TEMP = 300.0
EPS_SI, EPS_OX = 11.7, 3.9
BARRIER, M_OX = 3.1, 0.5     # oxide barrier in eV and oxide mass
ACCEPTORS = 7e17 * 1e-21     # nm^-3
N_INV = 1e11 * 1e-14         # nm^-2
N_STRONG = 2e12 * 1e-14      # nm^-2
ZEROS = -ai_zeros(8)[0]
kT = KB * TEMP


def airy_level(mz, field=FIELD, n=0):
    return ZEROS[n] * (K0 * field**2 / mz) ** (1 / 3)


def ratio_from_split(split, temp=TEMP):
    return 2 * np.sqrt(ML / MT) * np.exp(-split / (KB * temp))


def fd_states(mz, well, count=1, oxide=False):
    """Finite-difference levels; optional oxide with its own mass at z < 0."""
    h = 0.02
    z = h * np.arange(-100 if oxide else 1, 1500)
    right = np.where(z + h / 2 < 0, 1 / M_OX, 1 / mz)
    left = np.where(z - h / 2 < 0, 1 / M_OX, 1 / mz)
    pot = np.where(z > 0, well(z), np.where(z < 0, BARRIER, BARRIER / 2))
    levels, vectors = eigh_tridiagonal(
        K0 * (left + right) / h**2 + pot, -K0 * right[:-1] / h**2,
        select="i", select_range=(0, count - 1))
    return levels, vectors, z


def linear_well(z):
    return FIELD * z


def plane_wave_density(mx, my, temp, eta=None):
    """States per nm^2 and spin, weighted by occupation, from a periodic box."""
    side = 60.0
    k = 2 * np.pi * np.arange(-70, 71) / side
    energy = K0 * (k[:, None]**2 / mx + k[None, :]**2 / my) / (KB * temp)
    if eta is None:
        return np.exp(-energy).sum() / side**2
    return (1 / (np.exp(energy - eta) + 1)).sum() / side**2


def direct_ratio(field=FIELD, temp=TEMP, count=1):
    """Sum over six valleys, using only the mass tensor of each valley."""
    group = {"two": 0.0, "four": 0.0}
    for long_axis in (0, 0, 1, 1, 2, 2):
        mass = [ML if i == long_axis else MT for i in range(3)]
        levels = fd_states(mass[2], lambda z: field * z, count)[0]
        weight = np.exp(-levels / (KB * temp)).sum()
        weight *= plane_wave_density(mass[0], mass[1], temp)
        group["two" if long_axis == 2 else "four"] += weight
    return group["four"] / group["two"]


# Levels and moments of the triangular well
e_two, e_four = airy_level(ML), airy_level(MT)
mean_z, mean_z2 = {}, {}
for mz in (ML, MT):
    levels, vectors, z = fd_states(mz, linear_well, 8)
    expected = np.array([airy_level(mz, n=n) for n in range(8)])
    assert abs(levels[0] - expected[0]) < 1e-5
    assert np.max(abs(levels - expected)) < 5e-4   # grid error grows with n
    prob = vectors[:, 0]**2
    mean_z[mz] = 2 * expected[0] / (3 * FIELD)
    mean_z2[mz] = 8 / 15 * (expected[0] / FIELD)**2
    assert abs(prob @ z / mean_z[mz] - 1) < 1e-3
    assert abs(prob @ z**2 / mean_z2[mz] - 1) < 1e-3

# Splitting from the closed formula in SI units, and the ratio
split = (ZEROS[0] * (const.hbar**2 * (const.e * 5e7)**2 / 2)**(1 / 3)
         * ((MT * const.m_e)**(-1 / 3) - (ML * const.m_e)**(-1 / 3)) / const.e)
fd_split = fd_states(MT, linear_well)[0][0] - fd_states(ML, linear_well)[0][0]
assert abs(split - fd_split) < 1e-5
ratio = ratio_from_split(split)
assert abs(direct_ratio() / ratio - 1) < 1e-3
assert abs(ratio - 0.23) < 0.01

# Ratio of valley totals, eight subbands in each valley
sum_two = sum(np.exp(-(airy_level(ML, n=n) - e_two) / kT) for n in range(8))
sum_four = sum(np.exp(-(airy_level(MT, n=n) - e_four) / kT) for n in range(8))
ratio_total = ratio * sum_four / sum_two
assert abs(direct_ratio(count=8) / ratio_total - 1) < 1e-3

# Sensitivity to field and temperature
slope_field, slope_temp = -2 * split / (3 * kT), split / kT
step = 0.01
log_step = np.log((1 + step) / (1 - step))
num_field = np.log(direct_ratio(field=FIELD * (1 + step))
                   / direct_ratio(field=FIELD * (1 - step))) / log_step
num_temp = np.log(direct_ratio(temp=TEMP * (1 + step))
                  / direct_ratio(temp=TEMP * (1 - step))) / log_step
assert abs(num_field - slope_field) < 5e-3
assert abs(num_temp - slope_temp) < 5e-3
ratio_400 = ratio_from_split(split, 400.0)
assert abs(direct_ratio(temp=400.0) / ratio_400 - 1) < 1e-3

# Degeneracy: effective densities and Fermi-Dirac occupation
nc_two = 2 * 2 * MT * kT / (4 * np.pi * K0)
nc_four = 2 * 4 * np.sqrt(ML * MT) * kT / (4 * np.pi * K0)


def fermi_ratio(density):
    def pair(eta):
        return (nc_two * np.log1p(np.exp(eta)),
                nc_four * np.log1p(np.exp(eta - split / kT)))
    eta = brentq(lambda y: sum(pair(y)) - density, -20, 10)
    low, high = pair(eta)
    sum_low = 4 * plane_wave_density(MT, MT, TEMP, eta)
    sum_high = 8 * plane_wave_density(ML, MT, TEMP, eta - split / kT)
    assert abs(sum_low / low - 1) < 1e-4
    assert abs(sum_high / high - 1) < 1e-4
    return high / low, eta


ratio_fermi, eta_weak = fermi_ratio(N_INV)
ratio_strong, eta_strong = fermi_ratio(N_STRONG)
x = np.exp(eta_weak)
first_order = 1 + x * (1 - np.exp(-split / kT)) / 2
assert abs(ratio_fermi / ratio - first_order) < x**2
assert abs(ratio_fermi / ratio - 1) > 5 * abs(ratio_fermi / ratio - first_order)

# Electrostatics: total and depletion charge, curvature of the potential
n_total = EPS_SI * const.epsilon_0 * 5e7 / const.e * 1e-18
n_dep = n_total - N_INV
width = n_dep / ACCEPTORS
curvature = const.e * ACCEPTORS * 1e27 / (2 * EPS_SI * const.epsilon_0) * 1e-18
bending = curvature * width**2
curved = {}
for mz in (ML, MT):
    curved[mz] = fd_states(mz, lambda z: FIELD * z - curvature * z**2)[0][0]
    assert abs(curved[mz] - airy_level(mz) + curvature * mean_z2[mz]) < 3e-4
ratio_curved = ratio_from_split(curved[MT] - curved[ML])
assert ratio_curved > ratio

# Estimate of screening: field reduced by the whole inversion charge
low_field = FIELD * n_dep / n_total
ratio_screened = ratio_from_split(airy_level(MT, low_field)
                                  - airy_level(ML, low_field))

# Finite oxide barrier: matching of Airy function to decaying exponential
open_level = {}
for mz in (ML, MT):
    length = (K0 / (mz * FIELD))**(1 / 3)
    unit = FIELD * length

    def mismatch(energy):
        ai, aip = airy(-energy / unit)[:2]
        kappa = np.sqrt(M_OX * (BARRIER - energy) / K0)
        return aip / (length * mz) - kappa * ai / M_OX

    open_level[mz] = brentq(mismatch, 1.02 * unit, ZEROS[0] * unit)
    check = fd_states(mz, linear_well, oxide=True)[0][0]
    assert abs(open_level[mz] - check) < 3e-4
ratio_open = ratio_from_split(open_level[MT] - open_level[ML])
assert e_four - open_level[MT] > e_two - open_level[ML] > 0

# Image potential of one electron in silicon facing the oxide
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
image = coulomb / (4 * EPS_SI) * (EPS_SI - EPS_OX) / (EPS_SI + EPS_OX)
image_level = {}
for mz in (ML, MT):
    image_level[mz] = fd_states(mz, lambda z: FIELD * z
                                + image / np.where(z > 0, z, 1))[0][0]
    length = (K0 / (mz * FIELD))**(1 / 3)
    norm = quad(lambda s: airy(s - ZEROS[0])[0]**2, 0, 15)[0]
    inverse = quad(lambda s: airy(s - ZEROS[0])[0]**2 / s, 1e-10, 15)[0]
    shift = image * inverse / (norm * length)
    excess = airy_level(mz) + shift - image_level[mz]
    # second-order lowering is of order shift^2 over the level spacing
    spacing = airy_level(mz, n=1) - airy_level(mz)
    assert -1e-5 < excess < shift**2 / spacing
ratio_image = ratio_from_split(image_level[MT] - image_level[ML])
assert image_level[ML] - e_two > image_level[MT] - e_four > 0


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Field", FIELD * 10, "MV/cm", ".2f")
show("Temperature", TEMP, "K", ".0f")
show("Longitudinal mass", ML, "m0", ".3f")
show("Transverse mass", MT, "m0", ".3f")
show("hbar^2/(2 m0)", K0, "eV nm^2", ".6f")
show("Thermal energy kT", kT * 1e3, "meV", ".3f")
show("First Airy zero a1", ZEROS[0], "", ".5f")
show("Length l, twofold", (K0 / (ML * FIELD))**(1 / 3), "nm", ".3f")
show("Length l, fourfold", (K0 / (MT * FIELD))**(1 / 3), "nm", ".3f")
show("Lowest twofold level", e_two * 1e3, "meV", ".2f")
show("Lowest fourfold level", e_four * 1e3, "meV", ".2f")
show("Splitting Delta", split * 1e3, "meV", ".2f")
show("Delta/kT", split / kT)
show("Boltzmann factor", np.exp(-split / kT), "", ".5f")
show("In-plane DOS mass, fourfold", np.sqrt(ML * MT), "m0")
show("Mass factor sqrt(ml/mt)", np.sqrt(ML / MT))
show("Prefactor 2 sqrt(ml/mt)", 2 * np.sqrt(ML / MT))
show("RATIO R, formula", ratio)
show("Ratio R, six-valley direct sum", direct_ratio())
show("Ratio with valley count only", 2 * np.exp(-split / kT))
show("Ratio of valley totals", ratio_total)
show("d ln R / d ln F", slope_field, "", ".3f")
show("d ln R / d ln T", slope_temp, "", ".3f")
show("Ratio at 400 K", ratio_400)
show("Mean depth, twofold", mean_z[ML], "nm", ".3f")
show("Mean depth, fourfold", mean_z[MT], "nm", ".3f")
show("Acceptor density", ACCEPTORS * 1e21, "cm^-3", ".1e")
show("Inversion density", N_INV * 1e14, "cm^-2", ".1e")
show("Total sheet charge / e", n_total * 1e14, "cm^-2", ".3e")
show("Depletion charge / e", n_dep * 1e14, "cm^-2", ".3e")
show("Depletion width", width, "nm", ".1f")
show("Depletion band bending", bending, "eV", ".3f")
show("Effective density Nc, twofold", nc_two * 1e14, "cm^-2", ".3e")
show("Reduced Fermi level eta", eta_weak, "", ".3f")
show("Ratio, Fermi-Dirac, 1e11 cm^-2", ratio_fermi)
show("eta at 2e12 cm^-2", eta_strong, "", ".3f")
show("Ratio, Fermi-Dirac, 2e12 cm^-2", ratio_strong)
show("Ratio, field screened (estimate)", ratio_screened)
show("Curvature shift, twofold", (curved[ML] - e_two) * 1e3, "meV", ".2f")
show("Curvature shift, fourfold", (curved[MT] - e_four) * 1e3, "meV", ".2f")
show("Ratio with depletion curvature", ratio_curved)
show("Oxide barrier", BARRIER, "eV", ".1f")
show("Oxide mass", M_OX, "m0", ".1f")
show("Barrier shift, twofold", (open_level[ML] - e_two) * 1e3, "meV", ".2f")
show("Barrier shift, fourfold", (open_level[MT] - e_four) * 1e3, "meV", ".2f")
show("Ratio with finite barrier", ratio_open)
show("Relative permittivity, silicon", EPS_SI, "", ".1f")
show("Relative permittivity, oxide", EPS_OX, "", ".1f")
show("Image coefficient C", image * 1e3, "meV nm", ".2f")
show("Image shift, twofold", (image_level[ML] - e_two) * 1e3, "meV", ".2f")
show("Image shift, fourfold", (image_level[MT] - e_four) * 1e3, "meV", ".2f")
show("Ratio with image potential", ratio_image)
print("done: every assertion held")
```

Running it gives:

```
Field: 0.50 MV/cm
Temperature: 300 K
Longitudinal mass: 0.916 m0
Transverse mass: 0.190 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Thermal energy kT: 25.852 meV
First Airy zero a1: 2.33811
Length l, twofold: 0.940 nm
Length l, fourfold: 1.589 nm
Lowest twofold level: 109.95 meV
Lowest fourfold level: 185.74 meV
Splitting Delta: 75.79 meV
Delta/kT: 2.9317
Boltzmann factor: 0.05331
In-plane DOS mass, fourfold: 0.4172 m0
Mass factor sqrt(ml/mt): 2.1957
Prefactor 2 sqrt(ml/mt): 4.3914
RATIO R, formula: 0.2341
Ratio R, six-valley direct sum: 0.2341
Ratio with valley count only: 0.1066
Ratio of valley totals: 0.2251
d ln R / d ln F: -1.954
d ln R / d ln T: 2.932
Ratio at 400 K: 0.4872
Mean depth, twofold: 1.466 nm
Mean depth, fourfold: 2.477 nm
Acceptor density: 7.0e+17 cm^-3
Inversion density: 1.0e+11 cm^-2
Total sheet charge / e: 3.233e+12 cm^-2
Depletion charge / e: 3.133e+12 cm^-2
Depletion width: 44.8 nm
Depletion band bending: 1.084 eV
Effective density Nc, twofold: 4.104e+12 cm^-2
Reduced Fermi level eta: -3.917
Ratio, Fermi-Dirac, 1e11 cm^-2: 0.2363
eta at 2e12 cm^-2: -0.770
Ratio, Fermi-Dirac, 2e12 cm^-2: 0.2814
Ratio, field screened (estimate): 0.2488
Curvature shift, twofold: -1.42 meV
Curvature shift, fourfold: -4.08 meV
Ratio with depletion curvature: 0.2595
Oxide barrier: 3.1 eV
Oxide mass: 0.5 m0
Barrier shift, twofold: -4.33 meV
Barrier shift, fourfold: -20.21 meV
Ratio with finite barrier: 0.4328
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Image coefficient C: 15.38 meV nm
Image shift, twofold: 13.15 meV
Image shift, fourfold: 7.97 meV
Ratio with image potential: 0.2859
done: every assertion held
```
